\section*{Energy above hull and chemical potentials from linear programming duality, part 2}

The energy of a mixture of phases at zero temperature and pressure is minimised by a linear program, whose dual variables $\mu_i$ are studied as chemical potentials. Phase $j$, a line compound of $n$ elements, has atomic fractions $x_{ij}$ (column $x_j$ of $X$) and energy $e_j$ in eV per atom; energies add. The pure elements, with unit vectors $u_i$, are included. With $N_i$ atoms of element $i$ and $f_j$ atoms in phase $j$,
\begin{equation}
E(N)=\min_f\ \sum_j e_jf_j \quad\text{subject to}\quad Xf=N,\quad f\ge 0 .
\label{eq:primal}
\end{equation}
The energy above hull of phase $k$ is
\begin{equation}
E_{\rm ah}(k)=e_k-E(x_k).
\label{eq:ah}
\end{equation}
A vector $\mu$ is feasible if every slack $r_j=e_j-\mu\cdot x_j$ is non-negative. $D^*(N)$ is the set of feasible $\mu$ that maximise $\mu\cdot N$; the maximum is $E(N)$. For feasible $f$ and $\mu$,
\begin{equation}
e\cdot f-\mu\cdot N=\sum_jf_j(e_j-\mu\cdot x_j)=\sum_jf_jr_j\ge0 .
\label{eq:weak}
\end{equation}
For an optimal pair,
\begin{equation}
f_j\,r_j=0\quad\text{for all } j .
\label{eq:cs}
\end{equation}
The finitely many facet planes $\mu^\alpha$ are feasible and give
\begin{equation}
E(N)=\max_\alpha\ \mu^\alpha\cdot N\qquad(N\ge0).
\label{eq:max}
\end{equation}
Also, $\mu\in D^*(N)$ if and only if
\begin{equation}
E(N')\ge E(N)+\mu\cdot(N'-N)\quad\text{for all } N'\ge0 .
\label{eq:sub}
\end{equation}
Inside a facet $\mu$ is unique and $\mu_i=\partial E/\partial N_i$. An optimal $f$ is nondegenerate if it has $n$ positive components, on independent columns.

The model A--B--C has formation energies (eV/atom) zero for the elements, AB $-0.50$, A$_3$B $-0.22$, A$_3$C $-0.30$, AC$_3$ $-0.25$, B$_2$C $-0.30$, ABC$_2$ $-0.55$, A$_2$BC $-0.40$. Its facets are:
\begin{center}
\begin{tabular}{lrrr}
facet&$\mu_A$&$\mu_B$&$\mu_C$\\
A--AB--A$_3$C&$0$&$-1.000$&$-1.200$\\
B--AB--B$_2$C&$-1.000$&$0$&$-0.900$\\
C--AC$_3$--ABC$_2$&$-1.000$&$-1.200$&$0$\\
C--B$_2$C--ABC$_2$&$-1.750$&$-0.450$&$0$\\
AB--A$_3$C--ABC$_2$&$-0.200$&$-0.800$&$-0.600$\\
AB--B$_2$C--ABC$_2$&$-0.850$&$-0.150$&$-0.600$\\
A$_3$C--AC$_3$--ABC$_2$&$-0.325$&$-1.425$&$-0.225$
\end{tabular}
\end{center}
In the worked case, A$_2$BC at $c=(0.5,0.25,0.25)$ lies above the facet AB--A$_3$C--ABC$_2$, where $E(c)=-0.45$. There $\mu_C$ followed from the AB and ABC$_2$ rows alone, $0.5\mu_A+0.5\mu_B=-0.50$ and $0.25\mu_A+0.25\mu_B+0.5\mu_C=-0.55$. ``The program'' is the numerical check.

\section{Where the statement fails}

\noindent Q: You speak of ``the facet plane''. A stable compound such as ABC$_2$ sits on several. Which one does the dual give?

\medskip\noindent A: None in particular, and there the statement must be weakened. Let $N>0$ and call $\alpha$ active if $\mu^\alpha\cdot N=E(N)$. Inactive planes lie a finite distance below $E(N)$ and are finite in number, so for small $t>0$ only active ones compete in (\ref{eq:max}):
\begin{equation}
E'(N;d)\equiv\lim_{t\to0^+}\frac{E(N+td)-E(N)}{t}=\max_{\alpha\ \rm active}\mu^\alpha\cdot d .
\label{eq:dir}
\end{equation}
Let $K$ be the convex hull of the active $\mu^\alpha$. Feasibility and $\mu\cdot N=E(N)$ survive averaging, so $K\subseteq D^*$. Suppose some $\mu\in D^*$ lay outside $K$. Let $\kappa$ be its nearest point in $K$, which is closed and bounded, and $d=\mu-\kappa\ne0$. For $\kappa'\in K$ and $0<s\le1$, the point $\kappa+s(\kappa'-\kappa)$ is no nearer, so $-2s\,d\cdot(\kappa'-\kappa)+s^2|\kappa'-\kappa|^2\ge0$; dividing by $s$ and letting $s\to0$ gives $\kappa'\cdot d\le\kappa\cdot d$. Then $\mu\cdot d=\kappa\cdot d+|d|^2$ exceeds the right side of (\ref{eq:dir}), whereas (\ref{eq:sub}) with $N'=N+td$ gives $\mu\cdot d\le E'(N;d)$. The contradiction shows $D^*=K$. The dual is unique exactly when one plane is active, which by the argument for (\ref{eq:dir}) places $N$ inside a facet. A solver run at a kink returns one member of $K$.

A linear function on $K$ is extremal at one of the $\mu^\alpha$, so $d=u_i$ and $d=-u_i$ give
\begin{equation}
\max_{D^*}\mu_i=E'(N;u_i),\qquad \min_{D^*}\mu_i=-E'(N;-u_i),
\end{equation}
the slope for adding and the slope for removing element $i$. For ABC$_2$ five facets are active, and the table gives $-1.75\le\mu_A\le-0.2$, $-1.425\le\mu_B\le-0.15$, $-0.6\le\mu_C\le0$; the program asserts that one-sided differences reproduce these limits. They are not independent: every member obeys $0.25\mu_A+0.25\mu_B+0.5\mu_C=-0.55$. The reservoir conditions under which ABC$_2$ is stable form the set $D^*$, here a polygon with the five active $\mu^\alpha$ as corners. It is smaller than the three ranges and this equation suggest: $\mu=(-0.2,-1.425,-0.2875)$ satisfies them all, but gives A$_3$C the slack $-0.30+0.15+0.0719=-0.078$, so it is not feasible.

\medskip\noindent Q: How large is the freedom in general?

\medskip\noindent A: Let $J$ be the set of phases with $r_j=0$ for every $\mu\in D^*$; for $N>0$ these are the phases lying on all active planes. Let $p$ be the rank of their columns. $D^*$ lies in the solution set of $\mu\cdot x_j=e_j$, $j\in J$, which has dimension $n-p$. It also fills a neighbourhood in that set. For each $j\notin J$ pick a member of $D^*$ with $r_j>0$; their average $\bar\mu$ has $r_j>0$ for all $j\notin J$. Add a small $\eta$ with $\eta\cdot x_j=0$ on $J$. Feasibility is kept. By (\ref{eq:cs}), which holds for every optimal $\mu$, phases with $f_j>0$ belong to $J$, so $\eta\cdot N=\sum_jf_j\,\eta\cdot x_j=0$ and the value is kept. Therefore
\begin{equation}
\dim D^*=n-p ,
\end{equation}
which is the Gibbs phase rule at fixed $T$ and pressure when the columns in $J$ are independent, so that $p$ counts the phases in $J$; otherwise the rank replaces the count. The program asserts dimensions 0, 1 and 2 for A$_2$BC, for the midpoint $(0.375,0.375,0.25)$ of the AB--ABC$_2$ tie line, and for ABC$_2$. On the tie line $E=(-0.50-0.55)/2=-0.525$, and $D^*$ is the segment from $(-0.2,-0.8,-0.6)$ to $(-0.85,-0.15,-0.6)$. The value $\mu_C=-0.6$ is fixed along it because the elimination that gave $\mu_C$ in the worked case used only the AB and ABC$_2$ rows.

\medskip\noindent Q: Then a degenerate primal solution always signals ambiguous potentials?

\medskip\noindent A: No. Nondegeneracy is sufficient for uniqueness, since (\ref{eq:cs}) then imposes $n$ independent equations on $\mu$, but it is not necessary. Lower A$_2$BC to $-0.45$, onto the plane. The single-phase solution is now optimal and degenerate, and the optimal fraction of A$_2$BC can be anything from 0 to 1. The old plane remains feasible, only that plane is active at $c$, and $\mu$ is unchanged; the program asserts both the range of the fraction and the vanishing width of $D^*$.

\medskip\noindent Q: You required $N>0$. What happens for A$_3$B, which contains no C?

\medskip\noindent A: If $N_i=0$ and $\mu\in D^*$, then $\mu-su_i$ with $s>0$ is feasible, because $x_{ij}\ge0$, and has the same value. So $\mu_i$ is unbounded below: an element that is absent cannot be removed, and no removal slope exists. The upper limit survives, since (\ref{eq:sub}) and (\ref{eq:dir}) still hold for $d=u_i$. A$_3$B decomposes into A and AB, whose two equations fix $\mu_A=0$ and $\mu_B=-1.0$. The A$_3$C constraint, $0.25\mu_C\le-0.30$, gives $\mu_C\le-1.2$, and the facet A--AB--A$_3$C attains it. The printed minimum of $-1000$ is the box imposed on the solver, not a property of the model.

\section{References, normalisation and exclusion}

\noindent Q: Chemical potentials of order $-0.2$ eV are not what a total-energy calculation gives.

\medskip\noindent A: They are measured from the elements. Let $\varepsilon_i$ be the elemental energies, so that total energies are $e_j+\varepsilon\cdot x_j$. The objective becomes $e\cdot f+\varepsilon\cdot Xf=e\cdot f+\varepsilon\cdot N$, shifted by a constant on the feasible set, so $f$ is unchanged, and in (\ref{eq:ah}) the term $\varepsilon\cdot x_k$ cancels. The constraint $\mu\cdot x_j\le e_j$ is equivalent to $(\mu+\varepsilon)\cdot x_j\le e_j+\varepsilon\cdot x_j$, so the duals shift to $\mu+\varepsilon$. With $\varepsilon=(-3,-5,-4)$ eV/atom the potentials are $(-3.2,-5.8,-4.6)$, and A$_2$BC lies at $-4.15$ against a hull at $-4.20$, again $0.05$ above. With formation energies the constraint of element $i$ reads $\mu_i\le0$; equality means that the plane touches the pure element.

\medskip\noindent Q: I would write two composition balances and $\sum_jf_j=1$. Are my multipliers the same?

\medskip\noindent A: The feasible set is the same but the multipliers are recombined. With rows $i<n$ and a row of ones, the dual plane is $\lambda_0+\sum_{i<n}\lambda_ix_i$. Eliminating $x_n=1-\sum_{i<n}x_i$ from the earlier plane,
\begin{equation}
\mu\cdot x=\mu_n+\sum_{i<n}(\mu_i-\mu_n)\,x_i ,
\end{equation}
so $\lambda_i=\mu_i-\mu_n$ and $\lambda_0=\mu_n$, a one-to-one map that preserves the constraints and the value. The $\lambda_i$ are exchange potentials, for replacing an atom of $n$ by one of $i$, and may be positive: here $\lambda_A=-0.2+0.6=0.4$, $\lambda_B=-0.8+0.6=-0.2$, $\lambda_0=-0.6$, as the solver returns. Only $\lambda_0$ is an elemental potential here; the whole set of duals is elemental when each element has its own row and no row of ones is added. With all $n$ element rows and the row of ones together the rows are dependent, since the last is the sum of the others, and the multipliers are fixed only up to $\mu_i\to\mu_i+s$, $\lambda_0\to\lambda_0-s$.

\medskip\noindent Q: For a stable phase $E_{\rm ah}=0$ tells me nothing about its margin.

\medskip\noindent A: Remove compound $k$, call the resulting minimum $\tilde E$, and set $\delta_k=e_k-\tilde E(x_k)$. In the full problem at $x_k$ let $f_k=\phi$. If $\phi<1$, the remaining fractions divided by $1-\phi$ have composition $(x_k-\phi x_k)/(1-\phi)=x_k$, so the best energy at given $\phi$ is $\phi e_k+(1-\phi)\tilde E(x_k)$. This is linear in $\phi$ on $[0,1]$, so its minimum is $\min(e_k,\tilde E(x_k))$, and
\begin{equation}
E_{\rm ah}(k)=\max(0,\delta_k),
\end{equation}
which the program asserts for all seven compounds. Without ABC$_2$, its composition is best made from AB, AC$_3$ and B$_2$C in fractions $0.2143$, $0.5714$ and $0.2143$, and
\begin{equation}
\delta=-0.55-\left[0.2143(-0.50)+0.5714(-0.25)+0.2143(-0.30)\right]=-0.236\ \text{eV/atom},
\end{equation}
or $-22.7$ kJ per mole of atoms. The duals of the reduced problem belong to a facet of the hull without ABC$_2$; they violate the constraint of ABC$_2$, whose slack there equals $\delta<0$, and are not equilibrium potentials of the full system.

\medskip\noindent Q: Which physical assumptions can break all this?

\medskip\noindent A: Additivity of the energy is the essential one. Coherency strain or interface energy can make the objective depend nonlinearly on $f$, and (\ref{eq:weak}) then no longer has its form. At fixed finite temperature and pressure the derivation holds for line compounds with $e_j$ replaced by the Gibbs energy per atom $g_j$. A solution phase supplies a continuum of columns: the bound (\ref{eq:weak}) is unaffected, but the proof of (\ref{eq:max}) used finiteness, and the hull may have curved parts where the solution phase is stable. The list of phases may also be incomplete. A new phase enlarges the primal feasible set and adds a dual constraint, so $E$ can only fall: for fixed energies, $E_{\rm ah}(k)$ from an incomplete list is a lower bound on the value from the complete one, and the set of $\mu$ in which a listed phase is stable can only shrink. The optimal set $D^*(N)$ at a fixed composition is not so restricted: at the composition of ABC$_2$ it is a single point without that phase and a polygon with it. Finally, $E_{\rm ah}$ is the energy released per atom by complete decomposition; nothing in (\ref{eq:primal}) refers to barriers or rates.

\section*{Values computed for the example and the checks}
\begin{verbatim}
random facet-interior cases tested: 80
phase | xA xB xC | e_form, E_hull, E_above, slack on A2BC facet (eV/atom)
A | 1.0000 0.0000 0.0000 | 0.0000 0.0000 0.0000 0.2000
B | 0.0000 1.0000 0.0000 | 0.0000 0.0000 0.0000 0.8000
C | 0.0000 0.0000 1.0000 | 0.0000 0.0000 0.0000 0.6000
AB | 0.5000 0.5000 0.0000 | -0.5000 -0.5000 0.0000 0.0000
A3B | 0.7500 0.2500 0.0000 | -0.2200 -0.2500 0.0300 0.1300
A3C | 0.7500 0.0000 0.2500 | -0.3000 -0.3000 0.0000 0.0000
AC3 | 0.2500 0.0000 0.7500 | -0.2500 -0.2500 0.0000 0.2500
B2C | 0.0000 0.6667 0.3333 | -0.3000 -0.3000 0.0000 0.4333
ABC2 | 0.2500 0.2500 0.5000 | -0.5500 -0.5500 0.0000 0.0000
A2BC | 0.5000 0.2500 0.2500 | -0.4000 -0.4500 0.0500 0.0500
facet | dmu_A dmu_B dmu_C (eV/atom)
A-AB-A3C | 0.0000 -1.0000 -1.2000
B-AB-B2C | -1.0000 0.0000 -0.9000
C-AC3-ABC2 | -1.0000 -1.2000 0.0000
C-B2C-ABC2 | -1.7500 -0.4500 0.0000
AB-A3C-ABC2 | -0.2000 -0.8000 -0.6000
AB-B2C-ABC2 | -0.8500 -0.1500 -0.6000
A3C-AC3-ABC2 | -0.3250 -1.4250 -0.2250
A2BC products (atom fraction): AB 0.3333, A3C 0.3333, ABC2 0.3333
formula units per A2BC: AB 0.6667, A3C 0.3333, ABC2 0.3333
A2BC LP duals (eV/atom): -0.2000 -0.8000 -0.6000
A2BC LP duals (kJ/mol): -19.30 -77.19 -57.89
A2BC finite-difference dE/dN, step 0.0001 atom (eV/atom): -0.2000 -0.8000 -0.6000
A2BC e.f and mu.c (eV/atom): -0.4500 -0.4500
A2BC energy above hull: 0.0500 eV/atom = 4.824 kJ/mol atoms
reference energies (eV/atom): -3.0000 -5.0000 -4.0000
absolute mu (eV/atom): -3.2000 -5.8000 -4.6000
A2BC total e, hull, difference (eV/atom): -4.1500 -4.2000 0.0500
duals of rows A, B, normalisation (eV/atom): 0.4000 -0.2000 -0.6000
tie-line composition xA xB xC: 0.3750 0.3750 0.2500 | E_hull (eV/atom): -0.5250
A2BC: phases 3, facets 1, dim of dual set 0
  min mu = removal slope (eV/atom): -0.2000 -0.8000 -0.6000
  max mu = addition slope (eV/atom): -0.2000 -0.8000 -0.6000
tie line: phases 2, facets 2, dim of dual set 1
  min mu = removal slope (eV/atom): -0.8500 -0.8000 -0.6000
  max mu = addition slope (eV/atom): -0.2000 -0.1500 -0.6000
ABC2: phases 1, facets 5, dim of dual set 2
  min mu = removal slope (eV/atom): -1.7500 -1.4250 -0.6000
  max mu = addition slope (eV/atom): -0.2000 -0.1500 0.0000
A3B: mu_A, mu_B, max mu_C (eV/atom): 0.0000 -1.0000 -1.2000
A3B: min mu_C stops only at the imposed box (eV/atom): -1000.0
coplanar A2BC: optimal fraction range 0.0000 1.0000 | mu width (eV/atom) 0.000000
ABC2 excluded, products (atom fraction): AB 0.2143, AC3 0.5714, B2C 0.2143
ABC2 excluded, delta: -0.2357 eV/atom = -22.743 kJ/mol atoms
1 eV/atom = 96.4853 kJ/mol
\end{verbatim}
